# Binding Energy and Size of a Halo Dimer

## Problem

Two atoms of reduced mass $\mu$ attract each other through a short-range central potential $V(r)$. Their s-wave scattering length $a$ is positive and much larger than the range of the potential.

(a) To leading order in range over $a$, what are the binding energy $E_b$ of the highest s-wave bound state and its mean separation $\langle r\rangle$?

(b) What is the first correction to each, due to the finite range of the potential?

(c) Suppose that $E_b$ and $\langle r\rangle$ are known but $a$ is not. How can the two numbers be tested against each other?

(d) Apply the results to a model pair with $\mu=10$ u, a tail $-C_6/r^6$ with $C_6=1000$ hartree bohr$^6$, and $a=1000$ bohr.

## Solution

### Conventions

Write the s-wave function as $\psi=u(r)/(\sqrt{4\pi}\,r)$, so that $\int|\psi|^2d^3r=\int u^2dr$. With $E=-E_b=-\hbar^2\kappa^2/(2\mu)$, $\kappa>0$ and $U=2\mu V/\hbar^2$, the radial equation is

$$u''=(\kappa^2+U)\,u .$$

At zero energy the equation is $u_0''=Uu_0$. Outside the potential $u_0''=0$, so $u_0$ is a straight line. Its scale is free, and we fix it by

$$u_0\to v_0=1-\frac ra .$$

This defines $a$ as the place where the line crosses zero. Outside the potential the bound function obeys $u''=\kappa^2u$, and the solution that can be normalized is

$$u\to v=e^{-\kappa r}.$$

We keep this scale for $u$ and divide by the norm when taking averages. At the inner boundary, which is the origin or a hard wall, both $u$ and $u_0$ vanish.

### (a) Leading order

The two radial equations give

$$\frac{d}{dr}(u_0u'-uu_0')=u_0u''-uu_0''=\kappa^2uu_0,$$

because the terms in $U$ cancel. Integrate from the inner boundary, where the bracket on the left is zero, to a radius $R$ just outside the potential, and divide by $u(R)u_0(R)$:

$$\frac{u'(R)}{u(R)}-\frac{u_0'(R)}{u_0(R)}=\frac{\kappa^2}{u(R)u_0(R)}\int^R uu_0\,dr .$$

At $R\ll a$ and $\kappa R\ll1$ both outer functions are close to one. If $u$ and $u_0$ also stay of order one or smaller inside the potential, the right side is of order $\kappa^2R$, which is small compared with $\kappa$. We assume this from here on. It is a separate condition from large $a$. A barrier in front of the well can make the inner function large: for a square well at $r<1$ behind a barrier $U=9$ at $1<r<2$, with the shallowest depth that gives $a=40$ ($U=-6.02$ in the well), the exact matching gives $\kappa a=0.39$ rather than one. The first term on the left is $-\kappa$, and the second ratio is $-(1/a)/(1-R/a)\approx-1/a$. Hence

$$\kappa\approx\frac1a,\qquad E_b\approx\frac{\hbar^2}{2\mu a^2}.$$

If $a$ were large and negative, the same matching would demand $\kappa<0$, an outer function that grows with $r$. There is then no halo state, although a deeper potential may still hold other, tightly bound states.

For the size, let the exponential extend down to $r=0$. This neglects a region much shorter than $a$. Since $\int_0^\infty e^{-2r/a}dr=a/2$, the normalized density is $(2/a)e^{-2r/a}$, and

$$\langle r\rangle=\frac2a\int_0^\infty r\,e^{-2r/a}dr=\frac2a\,\frac{a^2}{4}=\frac a2,$$

$$\langle r^2\rangle=\frac2a\int_0^\infty r^2e^{-2r/a}dr=\frac2a\,\frac{a^3}{4}=\frac{a^2}{2}.$$

The root-mean-square separation is $a/\sqrt2$. It exceeds the mean, as it does for any density of nonzero width, because $\langle r^2\rangle-\langle r\rangle^2$ is the variance. Here the variance is $a^2/2-a^2/4=a^2/4$, so the spread $a/2$ is as large as the mean itself. A quoted "size" must therefore say which average it is.

### (b) The first correction

**Energy.** Extend the outer functions $v$ and $v_0$ to $r=0$. They obey the same equations with $U=0$, so

$$\frac{d}{dr}(v_0v'-vv_0')=\kappa^2vv_0 .$$

Integrate from $0$ to $\infty$. The bracket vanishes at infinity, where the exponential overcomes the linear growth of $v_0$. At the origin $v=v_0=1$, $v'=-\kappa$ and $v_0'=-1/a$, so the bracket equals $-\kappa+1/a$. Upper limit minus lower limit gives

$$\kappa-\frac1a=\kappa^2\int_0^\infty vv_0\,dr .$$

For the true functions the bracket vanishes at both ends, so $\kappa^2\int uu_0\,dr=0$. Subtracting this zero gives

$$\kappa-\frac1a=\kappa^2\int_0^\infty(vv_0-uu_0)\,dr,$$

with $u=u_0=0$ inside a hard wall. No approximation has been made so far. The subtraction is useful because the integrand is now appreciable only where the potential acts, and there $\kappa r$ is small. In that region $v$ and $v_0$ differ only at order $\kappa^2$, and so do $u$ and $u_0$. To leading order the integral is therefore $r_e/2$, where

$$r_e=2\int_0^\infty(v_0^2-u_0^2)\,dr$$

is the effective range. It is a property of the zero-energy function. For a $-C_6/r^6$ tail, the equation $u_0''=Uu_0$ with $u_0\sim r$ gives a deviation $u_0-v_0\sim r^{-3}$. The integrand then falls as $r^{-2}$ and the integral converges. We now have

$$\kappa=\frac1a+\frac{r_e}{2}\kappa^2 .$$

This is the quadratic $\tfrac12r_e\kappa^2-\kappa+1/a=0$. The root that tends to $1/a$ when $r_e/a\to0$ is

$$\kappa=\frac{1-\sqrt{1-2r_e/a}}{r_e}.$$

The other root is near $2/r_e$, where $\kappa r_e$ is not small and the derivation does not hold. With $\sqrt{1-2x}=1-x-x^2/2-\dots$ and $x=r_e/a$,

$$\kappa=\frac1a\left(1+\frac{r_e}{2a}+\dots\right),\qquad E_b=\frac{\hbar^2}{2\mu a^2}\left(1+\frac{r_e}{a}+\dots\right).$$

**Size.** The norm of $u$ is that of the pure exponential minus what is missing at short range:

$$\int u^2dr=\int_0^\infty v^2dr-\int_0^\infty(v^2-u^2)dr\approx\frac1{2\kappa}-\frac{r_e}{2}=\frac{1-\kappa r_e}{2\kappa}.$$

The first moment of the pure exponential is $\int_0^\infty r\,v^2dr=1/(4\kappa^2)$. The missing part $\int r(v^2-u^2)dr$ is of the order of the range squared. Relative to $1/(4\kappa^2)$ it is of second order in $\kappa$ times the range, and we drop it. Dividing the moment by the norm,

$$\langle r\rangle\approx\frac{1}{2\kappa(1-\kappa r_e)} .$$

To first order $1/\kappa=a(1-r_e/2a)$ and $1/(1-\kappa r_e)=1+r_e/a$, so

$$\langle r\rangle=\frac a2\left(1-\frac{r_e}{2a}+\frac{r_e}{a}\right)=\frac a2+\frac{r_e}{4}.$$

For $r_e>0$ the dimer is both more strongly bound and larger than the leading formulas say. Two effects compete in the size. The steeper exponential reduces $\langle r\rangle$ by $r_e/4$, while the loss of probability at short range raises it by $r_e/2$.

### (c) Testing binding against size

Eliminate $a$ by forming the dimensionless number

$$Q=\frac{8\mu E_b\langle r\rangle^2}{\hbar^2}=4\kappa^2\langle r\rangle^2 .$$

The leading formulas give $Q=4(1/a^2)(a^2/4)=1$. With the corrections,

$$Q\approx\left(1+\frac{r_e}{a}\right)\left(1+\frac{r_e}{2a}\right)^2\approx1+\frac{2r_e}{a}.$$

To first order in $r_e/a$, the deviation of $Q$ from one is twice the correction to the binding energy relative to $\hbar^2/(2\mu a^2)$, and four times the correction to the size relative to $a/2$. A pair can thus be a good halo and still have $Q$ well above one. Conversely, $Q$ near one shows only that the two numbers fit the leading relation. It does not by itself show that the state is a halo, for which $\langle r\rangle$ must also be large compared with the range. The well behind a barrier from part (a), deepened to $U=-6.65$, has $\kappa=0.75$, $\langle r\rangle=0.67$ and $Q=1$, with only 0.2% of the probability beyond the barrier.

The two numbers also yield the scattering length. To first order

$$\frac1\kappa=a-\frac{r_e}{2},\qquad 2\langle r\rangle=a+\frac{r_e}{2}.$$

The errors are opposite, and half the sum gives

$$a\approx\langle r\rangle+\frac1{2\kappa}.$$

### (d) The model pair

**The potential.** The tail sets a length $\beta$ through $U=-\beta^4/r^6$:

$$\beta=\left(\frac{2\mu C_6}{\hbar^2}\right)^{1/4}=77.70\ \text{bohr}.$$

The tail is cut off at $100\beta=7770$ bohr, and a hard wall closes the potential at short range. To obtain $a=1000$ bohr, the zero-energy equation is integrated numerically inward from the cut-off, starting on the line $1-r/a$. A wall may stand at any zero of the resulting function. The zero near $r=a$ is set aside, since a wall there would make the range as large as $a$. The outermost of the short-range zeros, those at $r<2\beta$, lies at 32.725 bohr. Diagonalizing the radial Hamiltonian on a grid shows one bound state for this wall.

The same zero-energy function gives $r_e=101.66$ bohr, so $r_e/a=0.1017$. We should expect the leading binding energy to be wrong by about a tenth.

**Binding energy.** Energies are quoted as frequencies $E_b/h$. The leading formula gives

$$\frac{\hbar^2}{2\mu a^2}\;\to\;180.47\ \text{kHz},$$

and the first correction raises this to $180.47\times1.1017=198.82$ kHz. For comparison, the radial equation is solved numerically: the decaying solution is integrated inward, and $\kappa$ is adjusted until the solution vanishes at the wall. This gives $1/\kappa=946.31$ bohr and

$$E_b/h=180.47\times\left(\frac{1000}{946.31}\right)^2=201.53\ \text{kHz},$$

or $9.67\ \mu$K when divided by Boltzmann's constant. The unexpanded root of the quadratic gives 201.54 kHz. Most of what the first-order formula misses here is thus contained in the higher terms of that root.

**Size.** The leading estimate is $a/2=500$ bohr. The corrected one is $500+101.66/4=525.4$ bohr. Averaging $r$ over the numerical bound function gives 526.5 bohr.

**Consistency.** From the numerical binding and size,

$$Q=4\left(\frac{526.45}{946.31}\right)^2=1.238,$$

against the first-order value $1+2(0.1017)=1.203$. The scattering length recovered from the same two numbers is

$$a\approx526.45+\frac{946.31}{2}=999.6\ \text{bohr}.$$

Using $1/\kappa$ alone would have given 946 bohr, and $2\langle r\rangle$ alone 1053 bohr.

**Where the atoms are.** The outer classical turning point $r_t$ is where $E=V$, that is $\kappa^2=\beta^4/r_t^6$:

$$r_t=\left(\frac{\beta^2}{\kappa}\right)^{1/3}=\left(77.70^2\times946.31\right)^{1/3}=178.8\ \text{bohr}.$$

At this distance $u$ is already close to $e^{-\kappa r}$. Treating the tail as a small perturbation of $v\approx1-\kappa r$ gives $(u-v)''\approx-\beta^4(1-\kappa r)/r^6$, hence $u-v\approx-\beta^4/(20r^4)+\kappa\beta^4/(12r^3)$. At $r_t$ this is $-0.0018+0.0006=-0.0012$, and the numerical solution gives $-0.0013$, against $v=0.83$. The probability of finding the atoms beyond $r_t$ is therefore

$$P\approx\frac{\int_{r_t}^\infty e^{-2\kappa r}dr}{(1-\kappa r_e)/(2\kappa)}=\frac{e^{-2\kappa r_t}}{1-\kappa r_e}.$$

Here $2\kappa r_t=0.378$ and $\kappa r_e=0.107$, which gives $P=0.768$. Integrating the numerical density gives 0.7675, against 0.7678 for the formula carried to four digits. About three quarters of the probability lies where a classical pair of this energy could not be. As $\kappa\to0$ this fraction tends to one, because $\kappa r_t=(\kappa\beta)^{2/3}\to0$ and $\kappa r_e\to0$.

### A few cases

The table compares numerical solutions with the leading formulas, using the same $\mu$ and $C_6$. In the first three rows the wall is moved slightly to change $a$. In the last row it stands at the next zero of the zero-energy function for $a=1000$ bohr, at 22.536 bohr, and the potential then holds two bound states. The entries refer to the upper one.

| $a$ (bohr) | Bound states | $E_b\big/\dfrac{\hbar^2}{2\mu a^2}$ | $\langle r\rangle\big/\dfrac a2$ | $Q$ |
|---|---|---|---|---|
| 1000 | 1 | 1.1167 | 1.0529 | 1.2380 |
| 2000 | 1 | 1.0565 | 1.0269 | 1.1141 |
| 4000 | 1 | 1.0278 | 1.0136 | 1.0559 |
| 1000 | 2 | 1.1157 | 1.0524 | 1.2357 |

Each doubling of $a$ roughly halves every deviation from one, as corrections proportional to $r_e/a$ require when $r_e$ changes little.

The last row differs from the first by about 0.1% in binding energy, although the potential reaches further in and holds an extra state. The reason lies in $r_e$. Both cases have the same $a$ and the same tail, so their zero-energy functions coincide outside 32.725 bohr. The second function also has a piece between the two walls, which lowers $r_e$ by $2\int u_0^2dr$ over that interval. A smaller $r_e$ means weaker binding and a smaller size, as the table shows. The integral lowers $r_e$ by only 0.78 bohr. Near $r_e/a=0.10$ the root of the quadratic makes $(\kappa a)^2$ change about 1.3 times as fast as $r_e/a$, so the binding drops by $180.47\times1.3\times0.78/1000\approx0.18$ kHz, from 201.53 to 201.35 kHz.

The value of $a$ itself is very sensitive to the inner potential. Moving the first wall outward from 32.725 to 33.161 bohr changes $a$ from $+1000$ to $-1000$ bohr, and the grid diagonalization then finds no bound state. The halo formulas thus do not predict how large a dimer will be from its short-range forces. They relate its binding and its size once $a$ is known, and they lose accuracy as $r_e/a$ grows. The quadratic for $\kappa$ has no real root at all when $2r_e>a$, but the expansion has ceased to be reliable before that point. In the model at $a=2\beta$, where $r_e/a=0.45$, the first-order binding energy is 30% too small and the one from the root is 10% too large.

Numbers in the example were calculated in double precision.
